\section*{The Ducastelle and Cyrot-Lackmann theorem for band-energy differences}

\section{What scaling and reflection fix}

Two structures have densities of states $n_1(E)$ and $n_2(E)$, each normalised to one state per site and per spin. Fill both to the same fraction $\nu$ of the band and let $\Delta U(\nu)=U_1(\nu)-U_2(\nu)$ be the difference of their band energies. If the energy scale of both is changed by $E\to\lambda E+c$ with $\lambda>0$, each band energy becomes $\lambda U_i+c\nu$. The term $c\nu$ cancels in the difference, so
\begin{equation}
\Delta U(\nu)\to\lambda\,\Delta U(\nu).
\end{equation}
The number of sign changes of $\Delta U$ is therefore unaffected by the unit and the zero of energy. If a lower bound on it is to follow from the order $m$ of the first differing moment alone, that bound must be a pure number depending on $m$.

Reflection of the energy axis relates the two ends of the band. Put $\tilde n_i(E)=n_i(-E)$. The lowest fraction $\nu$ of the reflected band is the highest fraction $\nu$ of the original one, with its energy reversed. With $\mu_1^{(i)}$ the energy of the full band $i$,
\begin{equation}
\tilde U_i(\nu)=-\left[\mu_1^{(i)}-U_i(1-\nu)\right]=U_i(1-\nu)-\mu_1^{(i)} .
\end{equation}
When the two first moments agree, $\Delta\tilde U(\nu)=\Delta U(1-\nu)$, while the difference of the $m$th moments is multiplied by $(-1)^m$. Any rule that reads the sign of $\Delta U$ near the full band from that moment difference must then give a sign $(-1)^m$ times as large near the empty band. Where such a rule holds at both ends, the number of sign changes between them has the parity of $m$. The theorem below gives $m-2$ as the least number, and the rule is derived for pairs that have exactly this many. It does not hold for all pairs: one with $m=3$ and four changes is met later.

\section{Theorem and conventions}

The densities are non-negative and may contain delta peaks. Both spectra lie strictly inside a bounded interval $(a,b)$. Their moments are
\begin{equation}
\mu_p^{(i)}=\int_a^b E^p\,n_i(E)\,dE,\qquad \mu_0^{(i)}=1 .
\end{equation}
The symbol $\Delta$ always means the first system minus the second. A function has at least $r$ sign changes if there are $r+1$ ordered points at which its values are nonzero and alternate in sign.

\paragraph{Theorem.} Let $\Delta\mu_p=0$ for $p=0,\dots,m-1$ and $\Delta\mu_m\neq0$, with $m\ge2$. At zero temperature $\Delta U(\nu)$ has at least $m-2$ sign changes in $0<\nu<1$.

The zeros at $\nu=0$ and $\nu=1$ are not counted. Nothing is assumed about the size of $\Delta n$. The condition $\Delta\mu_1=0$ means that the band centres are aligned.

For each system define the integrated density and its integral,
\begin{align}
N(E)&=\int_a^E n(\varepsilon)\,d\varepsilon,\\
\Phi(E)&=\int_a^E N(x)\,dx=\int_a^b (E-\varepsilon)_+\,n(\varepsilon)\,d\varepsilon ,
\end{align}
where $(y)_+=\max(y,0)$. The second form follows by exchanging the integrals: a state at $\varepsilon<E$ is counted in $N(x)$ over a length $E-\varepsilon$. The grand potential at Fermi energy $E$ is $-\Phi(E)$. At a delta peak $N$ jumps from $N(E^-)$ to $N(E)$, and these are the left and right slopes of $\Phi$.

\section{Sign changes at fixed Fermi energy}

\paragraph{Lemma 1.} For every integer $k\ge0$,
\begin{equation}
\int_a^b E^k\,\Delta\Phi(E)\,dE=\frac{\Delta\mu_{k+2}}{(k+1)(k+2)} .
\label{mom}
\end{equation}

\emph{Proof.} For one state at $\varepsilon$,
\begin{align}
\int_a^b E^k(E-\varepsilon)_+\,dE
&=\int_\varepsilon^b\left(E^{k+1}-\varepsilon E^k\right)dE\nonumber\\
&=\frac{b^{k+2}-\varepsilon^{k+2}}{k+2}-\varepsilon\,\frac{b^{k+1}-\varepsilon^{k+1}}{k+1}\nonumber\\
&=\frac{b^{k+2}}{k+2}-\frac{b^{k+1}}{k+1}\,\varepsilon+\frac{\varepsilon^{k+2}}{(k+1)(k+2)} ,
\end{align}
because $1/(k+1)-1/(k+2)=1/[(k+1)(k+2)]$. Integrate over $\varepsilon$ with weight $\Delta n(\varepsilon)$. The first term gives a multiple of $\Delta\mu_0=0$ and the second a multiple of $\Delta\mu_1=0$. The third gives the result. $\square$

The right side of (\ref{mom}) vanishes for $k=0,\dots,m-3$ and is nonzero for $k=m-2$. In particular $\Delta\Phi$ is not identically zero.

\paragraph{Lemma 2.} $\Delta\Phi(E)$ has at least $m-2$ sign changes.

\emph{Proof.} For $m=2$ there is nothing to show. For $m\ge3$, suppose that there are only $s\le m-3$ changes. Then points $e_1<\dots<e_s$ can be chosen so that $\Delta\Phi$ does not change sign between neighbours and reverses its sign from one interval to the next. The polynomial
\begin{equation}
P(E)=\pm\prod_{j=1}^{s}(E-e_j)
\end{equation}
reverses at the same points. With the right overall sign, $P\,\Delta\Phi\ge0$ everywhere. This product is continuous and not identically zero, so its integral is positive. But $P$ contains only powers $E^k$ with $k\le m-3$, and by (\ref{mom}) each contributes zero. This is a contradiction. $\square$

\section{From fixed Fermi energy to fixed filling}

At a given Fermi energy the two systems generally hold different numbers of electrons. The theorem compares them at equal numbers, so a further argument is needed.

\paragraph{Lemma 3.} For every $E$ and every $\nu$ in $[0,1]$,
\begin{equation}
U(\nu)\ge E\nu-\Phi(E),
\label{leg}
\end{equation}
with equality if and only if $N(E^-)\le\nu\le N(E)$.

\emph{Proof.} Let $f(\varepsilon)$, between 0 and 1, be the occupation in the ground state at filling $\nu$. Then $\nu=\int f n\,d\varepsilon$ and $U=\int \varepsilon f n\,d\varepsilon$, so
\begin{equation}
U(\nu)-E\nu+\Phi(E)=\int_a^b\left[(E-\varepsilon)_+-f(\varepsilon)(E-\varepsilon)\right]n(\varepsilon)\,d\varepsilon .
\end{equation}
For $\varepsilon<E$ the bracket is $(1-f)(E-\varepsilon)\ge0$. For $\varepsilon>E$ it is $f\,(\varepsilon-E)\ge0$. The integral vanishes when all states below $E$ are full and all states above are empty, and in no other case. States at $E$ may be partly filled, which gives the stated range of $\nu$. $\square$

An $E$ that gives equality is a Fermi energy for $\nu$. Inside a gap it is not unique, and (\ref{leg}) allows for this.

\paragraph{Lemma 4.} Let $E_*$ be the point of largest $|\Delta\Phi|$ in an interval where $\Delta\Phi$ keeps one strict sign and at whose ends it vanishes. Then some filling $\nu_*$ has $E_*$ as a Fermi energy in both systems, and
\begin{equation}
\Delta U(\nu_*)=-\Delta\Phi(E_*) .
\label{link}
\end{equation}

\emph{Proof.} Take $\Delta\Phi(E_*)>0$. At a maximum the left slope is not negative and the right slope is not positive:
\begin{equation}
N_1(E_*^-)\ge N_2(E_*^-),\qquad N_1(E_*)\le N_2(E_*) .
\end{equation}
The range $[N_1(E_*^-),N_1(E_*)]$ therefore lies inside $[N_2(E_*^-),N_2(E_*)]$, and any $\nu_*$ from the smaller range serves both systems. For smooth bands this is just $N_1(E_*)=N_2(E_*)$. If $\Delta\Phi(E_*)<0$, the systems exchange roles. Equality in (\ref{leg}) now holds for both, and subtraction cancels $E_*\nu_*$:
\begin{equation}
\Delta U(\nu_*)=\left[E_*\nu_*-\Phi_1(E_*)\right]-\left[E_*\nu_*-\Phi_2(E_*)\right]=-\Delta\Phi(E_*) .\ \square
\end{equation}

\paragraph{Proof of the theorem.} At the ends of the interval $\Delta\Phi(a)=0$ and $\Delta\Phi(b)=b\,\Delta\mu_0-\Delta\mu_1=0$. By Lemma 2 there are $m-1$ ordered points where $\Delta\Phi$ alternates in sign. Around each, take the largest interval on which $\Delta\Phi$ keeps its strict sign. These intervals are disjoint and ordered, and $\Delta\Phi$ vanishes at their ends. Lemma 4 supplies energies $E_1<\dots<E_{m-1}$ and fillings $\nu_1,\dots,\nu_{m-1}$ at which $\Delta U$ alternates. For $i<j$,
\begin{equation}
\nu_i\le N_1(E_i)\le N_1(E_j^-)\le\nu_j .
\end{equation}
Neighbouring fillings cannot coincide, because $\Delta U$ has opposite signs there. They are not 0 or 1 either, since $\Delta U(0)=0$ and $\Delta U(1)=\Delta\mu_1=0$. Thus $m-1$ ordered interior fillings carry alternating signs, which is $m-2$ sign changes. $\square$

\paragraph{Remark: the two counts are equal.} The argument also runs backwards. $U(\nu)$ is convex, and at an interior filling its left and right slopes bound the set of Fermi energies, since $U$ grows by the energy of the next state filled. At an extremum of a lobe of $\Delta U$ the slope ranges of $U_1$ and $U_2$ are nested, so a common Fermi energy exists and (\ref{link}) holds again. Convexity keeps these energies in order. Hence $\Delta U(\nu)$ and $\Delta\Phi(E)$ have the same number of sign changes, though their zeros need not correspond to one another.

\section{Which structure wins at the band edges}

Suppose that the number of changes is exactly $m-2$, and let $e_1,\dots,e_{m-2}$ be the points where $\Delta\Phi$ reverses. In $\prod_j(E-e_j)$ the highest power has coefficient one, and only that power survives in (\ref{mom}):
\begin{equation}
\int_a^b\prod_{j=1}^{m-2}(E-e_j)\,\Delta\Phi(E)\,dE=\frac{\Delta\mu_m}{m(m-1)} .
\end{equation}
The integrand keeps one sign, that of $\Delta\mu_m$. Above the last $e_j$ the product is positive, so $\Delta\Phi$ has the sign of $\Delta\mu_m$. Below the first it has the sign $(-1)^{m-2}=(-1)^m$. Equation (\ref{link}) reverses both signs. If the two spectra share a nonzero fraction of their lowest or highest states (a common band edge alone is not enough), $\Delta U$ vanishes next to that edge, and the rule then refers to the outermost range of filling in which $\Delta U$ is nonzero:
\begin{align}
\text{near the full band:}&\quad \operatorname{sign}\Delta U=-\operatorname{sign}\Delta\mu_m,\\
\text{near the empty band:}&\quad \operatorname{sign}\Delta U=-(-1)^m\operatorname{sign}\Delta\mu_m .
\end{align}
For $m=3$ and a single change, the structure with the larger third moment is higher in energy at low filling and lower at high filling. For $m=4$ and two changes, the structure with the larger fourth moment is lower near both ends and higher in between. Since $\mu_4-\mu_2^2$ is the variance of $E^2$, the band favoured in between is the one whose values of $E^2$ scatter less about their common mean $\mu_2$.

\section{The bound cannot be raised}

Let $x=\cos\theta$ be a dimensionless energy, let $S_m(x)=\sin[(m+1)\theta]/\sin\theta$ be the Chebyshev polynomial of the second kind, and take
\begin{equation}
n_\pm(x)=\frac{2}{\pi}\sqrt{1-x^2}\,\left[1\pm\delta S_m(x)\right],\qquad 0<\delta\le\frac1{m+1},
\end{equation}
on $-1\le x\le1$. Since $|S_m|\le m+1$, both densities are non-negative. With $n_+$ as the first system,
\begin{equation}
\Delta\mu_p=\frac{4\delta}{\pi}\int_0^\pi\sin\theta\cos^p\theta\,\sin[(m+1)\theta]\,d\theta .
\end{equation}
The factor $\sin\theta\cos^p\theta$ is a sum of $\sin j\theta$ with $j\le p+1$, so the integral vanishes for $p<m$. For $p=m$ the coefficient of $\sin[(m+1)\theta]$ is $2^{-m}$, and $\Delta\mu_m=(4\delta/\pi)\,2^{-m}(\pi/2)=2^{1-m}\delta$. The first differing moment is the $m$th.

Let $\Delta\Phi$ have $z$ sign changes. It then has $z$ interior zeros and vanishes at $x=\pm1$. By Rolle's theorem its derivative $\Delta N$ has at least $z+1$ interior zeros. $\Delta N$ also vanishes at both ends, so $\Delta n$ has at least $z+2$ interior zeros. But $\Delta n\propto\sqrt{1-x^2}\,S_m$ has $m$ of them. Hence $z\le m-2$, and the theorem makes this an equality. By the equality of counts, $\Delta U(\nu)$ too has exactly $m-2$ changes.

Other pairs can have more. Take $m+1$ to $m+5$ energies and random signed weights on them, orthogonal to all polynomials of degree below $m$. The weights sum to zero, so they can be scaled to make the positive ones sum to one and the negative ones to minus one. The positive weights form one spectrum and the negative ones, reversed in sign, the other. Among 100 such pairs with $m=3$ and nearly evenly spaced energies, the number of changes ranged from 1 to 4. With $L$ energies $\Delta\Phi$ is piecewise linear and vanishes at the lowest and the highest, so it has at most $L-3$ changes. For $L=m+1$ the count is therefore always $m-2$.

\section{A six-site ring and an infinite chain}

Each site carries one orbital of energy zero, and neighbours are coupled by $-t$ with $t=1$~eV. Electrons are independent. A ring of $n\ge3$ sites has levels $-2t\cos(2\pi q/n)$, $q=0,\dots,n-1$. Expanding the cosine in exponentials and averaging over $q$,
\begin{equation}
\mu_p^{\rm ring}=(-t)^p\sum_{j=0}^{p}\binom pj\,\frac1n\sum_{q=0}^{n-1}e^{2\pi i q(p-2j)/n} .
\end{equation}
The average over $q$ is one if $p-2j$ is a multiple of $n$ and zero otherwise. Each term counts closed paths of $p$ hops, and $p-2j$ is their net displacement. In the chain only $p-2j=0$ returns to the start. For $p<n$ the ring has no other closed paths. At $p=n$ the terms $j=0$ and $j=n$ appear, which wind once round the ring in either direction:
\begin{equation}
\Delta\mu_n=2(-t)^n .
\end{equation}
For $n=6$ the second and fourth moments are 2~eV$^2$ and 6~eV$^4$ in both systems, and the odd moments up to the fifth vanish. The sixth is $\binom63=20$~eV$^6$ in the chain and $20+2=22$~eV$^6$ in the ring. So $m=6$, and at least four sign changes must occur.

The chain is filled for $|k|\le\pi\nu$, which gives
\begin{equation}
U_{\rm chain}=\int_{-\pi\nu}^{\pi\nu}\frac{dk}{2\pi}\,(-2t\cos k)=-\frac{2t}{\pi}\sin\pi\nu .
\end{equation}
The ring levels are $-2,-1,-1,1,1,2$~eV, each holding $1/6$ of the filling. Thus $U_{\rm ring}=-2t\nu$ up to $\nu=1/6$, and from there to $\nu=1/2$
\begin{equation}
U_{\rm ring}=-\frac t3-t\left(\nu-\frac16\right)=-t\left(\nu+\frac16\right).
\end{equation}
Both energies are unchanged by $\nu\to1-\nu$, because both spectra are symmetric about zero. With two spins the ring holds $12\nu$ electrons. Energies per site and spin, and the difference $12\,\Delta U$ for the whole ring, are in eV:

\begin{center}
\begin{tabular}{ccccc}
electrons & $U_{\rm ring}$ & $U_{\rm chain}$ & $\Delta U$ & $12\,\Delta U$\\
2, 10 & $-0.3333$ & $-0.3183$ & $-0.0150$ & $-0.180$\\
4, 8 & $-0.5000$ & $-0.5513$ & $+0.0513$ & $+0.616$\\
6 & $-0.6667$ & $-0.6366$ & $-0.0300$ & $-0.361$
\end{tabular}
\end{center}

The ring is favoured at 2, 6 and 10 electrons and disfavoured at 4 and 8. This is the H\"uckel alternation, and it supplies the four changes that the theorem requires of a sixth-moment difference. The theorem fixes only this least number. That the favoured fillings are 2, 6 and 10 electrons comes from the closed shells of the ring levels, and another pair with $m=6$ may change sign elsewhere. The value $m=6$ also rests on nearest-neighbour hopping. With a second-neighbour coupling $-t'$ three such hops wind round the ring, so $\Delta\mu_3=2(-t')^3$ and only one change is guaranteed, although for small $t'$ the alternation remains. The signs at the two ends are negative, as the edge rule gives for $\Delta\mu_6>0$ and even $m$.

There are exactly four changes. Below $\nu=1/6$ the slope of $\Delta U$ is $-2t+2t\cos\pi\nu<0$, so $\Delta U$ is negative there. Between $1/6$ and $1/2$ it is a linear function minus a convex one, hence concave. It is negative at both ends and positive at $1/3$, so it has two zeros, the solutions of $\nu+1/6=(2/\pi)\sin\pi\nu$. A numerical root search gives $\nu=0.188$ and $0.466$, and symmetry adds $0.534$ and $0.812$. In electrons per ring these are 2.26, 5.60, 6.40 and 9.74.

The case of four electrons shows how (\ref{link}) works with discrete levels. At $E=-1$~eV the ring filling jumps from $1/6$ to $1/2$, a range that contains the chain filling $1/3$. There $\Phi_{\rm ring}=\frac16(-1+2)=0.1667$~eV and $\Phi_{\rm chain}=E\nu-U_{\rm chain}=-0.3333+0.5513=0.2180$~eV. Their difference is $-0.0513$~eV, the negative of $\Delta U$.

\section{Where the theorem stops}

If the band centres are not aligned, the first differing moment is $m=1$ and no change is guaranteed. Raising all ring levels by 0.1~eV adds $0.1\,\nu$~eV to $\Delta U$. At $\nu=1/6$ the difference becomes $-0.0150+0.0167>0$, at $1/2$ it is $-0.0300+0.0500>0$, and at $5/6$ it is $-0.0150+0.0833>0$. Since $\Delta U$ is concave between these fillings and towards both ends, where it is 0 and 0.1~eV, it is nowhere negative. All four changes are lost.

The theorem concerns the band energy. Repulsion between ion cores, electron interaction and relaxation of the structure add terms to a total energy about which it says nothing. A term independent of filling is enough to alter the count. Adding a constant to the $\Delta U$ of ring and chain, whose extrema are in the table, leaves no change for $+0.04$ or $-0.06$~eV, two for $+0.02$~eV and six for $+0.01$~eV. The proof also uses sharp zero-temperature occupations. Finally, the theorem gives the least number of times $\Delta U$ changes sign, but not where the changes lie or how large $\Delta U$ is.

It applies equally to an approximate density of states. If a non-negative approximation with a bounded spectrum reproduces $\mu_0,\dots,\mu_M$ of the true density, with $M\ge1$, and is not identical to it, the first difference is at some $m\ge M+1$. Its band-energy error then changes sign at least $M-1$ times with filling. Each further correct moment raises this guaranteed minimum by one.

Numerical values quoted here were computed with a short program.
